Neutral fraction of negative-U hydrogen at its (+/−) transition level

**Problem**

An isolated hydrogen atom in an oxide can be present as H⁺, H⁰ or H⁻. Its correlation energy is U = −1 eV, and the Fermi level lies at the (+/−) transition level. What fraction of the isolated hydrogen is neutral in thermal equilibrium at 600 K, when the spin degeneracy of the neutral state is included?

The correlation energy is defined by

U = E₊ + E₋ − 2E₀,

where E₊, E₀ and E₋ are the formation energies of the three charge states at one common Fermi level, each with the surrounding atoms relaxed. The hydrogen is dilute, so that its atoms do not interact. H⁺ has no electron and H⁻ has two with paired spins, so each has one spin state. H⁰ has one unpaired electron and two spin states. The three charge states are taken to have equally many sites and orientations and equal vibrational factors. Hydrogen bound in H₂ molecules is not counted.

**First estimate by scaling**

The definition of U is the energy balance of the reaction

2H⁰ → H⁺ + H⁻.

The energy changes by E₊ + E₋ − 2E₀ = U. With U = −1 eV the reaction releases 1 eV, so neutral atoms are unfavourable and should be rare. This energy belongs to two neutral atoms. When the two ions have equal energies, as they do at the (+/−) level, one neutral atom therefore lies |U|/2 = 0.5 eV above either ion.

The thermal energy at 600 K is kT = 0.0517 eV. A state that lies |U|/2 higher is suppressed by a Boltzmann factor, so

f₀ ~ exp(−|U|/2kT) = exp(−0.5/0.0517) = exp(−9.67) ≈ 6.3 × 10⁻⁵.

Scaling fixes the exponent but not the prefactor. The number of ionic species and the number of spin states can each change the result by a factor of order one, and they have to be counted.

**Exact solution of the model**

*Energies.* Let E_F be the Fermi level, measured from the valence-band edge. Making H⁺ from H⁰ transfers an electron to the reservoir at energy E_F, and making H⁻ takes one from it. With constants a₊, a₀ and a₋,

E₊ = a₊ + E_F,

E₀ = a₀,

E₋ = a₋ − E_F.

The Fermi level cancels in U, which becomes a₊ + a₋ − 2a₀. A transition level is the Fermi level at which two charge states have equal formation energy. Equating the expressions in pairs gives

ε(+/0) = a₀ − a₊,

ε(0/−) = a₋ − a₀,

ε(+/−) = (a₋ − a₊)/2.

Subtracting the first from the second gives ε(0/−) − ε(+/0) = U. Adding them and halving gives ε(+/−), which therefore lies midway between the other two levels. For negative U their order is inverted: ε(0/−) lies below ε(+/0).

Now set E_F = ε(+/−). The energy of H⁺ is

E₊ = a₊ + (a₋ − a₊)/2 = (a₊ + a₋)/2.

The definition of U gives a₊ + a₋ = 2a₀ + U, so

E₊ = E₋ = E₀ + U/2.

Since U is negative, both ions lie |U|/2 below the neutral atom, as the estimate assumed.

*Populations.* In the dilute limit the concentration of each charge state is proportional to its degeneracy times exp(−E/kT). The chemical potential of hydrogen enters all three formation energies equally and drops out of the fractions. Divide every weight by that of one ion and write

x = exp(U/2kT).

The weights of H⁺, H⁰ and H⁻ are then 1, 2x and 1. The 2 in the middle weight is the spin degeneracy. The neutral fraction is

f₀ = 2x/(1 + 2x + 1) = x/(1 + x).

Dividing numerator and denominator by x gives

f₀ = 1/[1 + exp(−U/2kT)].

The spin factor 2 has cancelled against the 2 that counts the ionic species.

*Numbers.* With x = 6.3123 × 10⁻⁵,

f₀ = 6.3123 × 10⁻⁵/(1 + 6.3123 × 10⁻⁵) = 6.3119 × 10⁻⁵.

About 63 isolated hydrogen atoms in a million are neutral, or 63 ppm. The rest divide equally between H⁺ and H⁻, with a fraction of 0.499968 each. The extra digits serve the comparison of formulas; they do not express knowledge of a real oxide.

*A route without the Fermi level.* The weights also give the law of mass action for the reaction above:

[H⁰]²/([H⁺][H⁻]) = (2x)²/(1 × 1) = 4 exp(U/kT) = 1.59 × 10⁻⁸.

Moving the Fermi level multiplies one ionic weight and divides the other by the same factor, so this ratio does not change. If the hydrogen is neutral as a whole, then [H⁺] = [H⁻], and each ionic fraction is (1 − f₀)/2. Substitution gives

4f₀²/(1 − f₀)² = 4 exp(U/kT).

Cancelling the 4 and taking the positive root gives

f₀/(1 − f₀) = exp(U/2kT),

which is the same result. The full U stands in the mass-action law because two neutral atoms react; the square root brings back U/2. A direct count of the arrangements of one million hydrogen atoms, with exactly one million electrons shared among them and no Fermi level introduced, also gives f₀ = 6.3119 × 10⁻⁵.

**Comparison of the estimate with the solution**

The estimate is x and the solution is x/(1 + x). Their ratio is 1 + x, so the estimate is too high by a relative amount x, here about 6 × 10⁻⁵. This close agreement has two causes. The neutral state is rare, so its own weight hardly changes the sum in the denominator. The prefactor also happens to be one, because two spin states stand against two ionic species. Without the spin degeneracy the fraction would be x/(2 + x) = 3.16 × 10⁻⁵, about half the correct value.

An error in the exponent costs far more. If the full |U| were assigned to one neutral atom, the fraction would come out as 3.98 × 10⁻⁹, too small by a factor of about 16,000.

The estimate fails when |U| is no longer large compared with 2kT. At U = 0 it gives 1, while the solution gives 1/2: the weights are then 1, 2 and 1. For positive U the estimate, continued as exp(U/2kT), exceeds 1 and loses its meaning, but the solution remains valid. The identity

1/(1 + e^y) + 1/(1 + e^(−y)) = 1, with y = −U/2kT,

shows that f₀(U) + f₀(−U) = 1. For U = +1 eV at the same temperature, the ions together would therefore make up 63 ppm and the neutral atoms the rest.

**Moving the Fermi level**

Let d = E_F − ε(+/−). The energy of H⁺ rises by d and that of H⁻ falls by d, so the three weights become exp(−d/kT), 2x and exp(d/kT). The two ionic weights add up to 2 cosh(d/kT), and

f₀ = x/[cosh(d/kT) + x].

Because cosh has its minimum at d = 0, the (+/−) level gives the largest neutral fraction that any Fermi level can give at this U and temperature. The 63 ppm is thus a maximum within the model.

The level ε(+/0), at d = |U|/2 = 0.5 eV, is instructive. There H⁺ and H⁰ have equal energies, yet neutral atoms are even rarer. With exp(d/kT) = 1/x, the formula becomes

f₀ = x/[(1/x + x)/2 + x] = 2x²/(1 + 3x²) ≈ 8 × 10⁻⁹.

The reason is that H⁻ lies 1 eV below both of them at this Fermi level and takes nearly all the population.

**Temperature**

Let β = 1/kT, and keep U fixed and the Fermi level at ε(+/−). From ln f₀ = −ln[1 + exp(β|U|/2)],

d(ln f₀)/dβ = −(|U|/2) exp(β|U|/2)/[1 + exp(β|U|/2)] = −(|U|/2)(1 − f₀).

At 600 K the slope is −0.5000 eV. An Arrhenius plot of the neutral fraction would therefore show half of |U| as its activation energy. At 300 K the equilibrium fraction is 4.0 × 10⁻⁹. This agrees with the value from the wrong exponent above because halving T and doubling the energy have the same effect on the exponent. If the charge states stopped exchanging electrons during cooling, the neutral fraction would stay at its value from the temperature at which the exchange stopped.

**How U can be negative**

Two electrons on one atom repel each other, so a negative U needs a compensating energy. A simple model supplies it through a lattice coordinate Q. With n electrons on the hydrogen, let

Eₙ(Q) = nε + Wδₙ₂ + KQ²/2 − λQ(n − 1),

where ε is the orbital energy, W the electronic repulsion, K a stiffness and λ a coupling. The symbol δₙ₂ is 1 for n = 2 and 0 otherwise. Setting dEₙ/dQ = 0 gives Q = λ(n − 1)/K, and the energy falls by λ²(n − 1)²/2K. Each ion gains λ²/2K, and the neutral atom gains nothing. Hence

U = W − λ²/K.

With W = 1.0 eV and λ²/K = 2.0 eV this gives U = −1.0 eV. These values are chosen for illustration. For a free hydrogen atom W would be nearly 13 eV, so the W used here has to stand for a repulsion already strongly reduced by the surrounding oxide. The model shows how relaxation can make U negative; it does not describe the actual bonding of H⁺ and H⁻ in an oxide. Since K is the same for all three charge states, integration over Q contributes the same factor to each weight and leaves the fractions unchanged. Summing the four electronic states of this model (empty, spin up, spin down, doubly occupied) and integrating over Q numerically gives f₀ = 6.3119 × 10⁻⁵, in agreement with the formula.

**A hafnium oxide film**

Consider an amorphous hafnium oxide gate dielectric during an anneal at 600 K. Rough values are a gap of 5.8 eV, a (+/−) level 2.0 eV below the conduction band, a relative permittivity of 20 and 10²⁰ hydrogen atoms per cm³. The value U = −1 eV is the one given in the problem, not a calculated property of this oxide. If all the hydrogen is isolated, the density of neutral atoms is

6.31 × 10⁻⁵ × 10²⁰ cm⁻³ = 6.3 × 10¹⁵ cm⁻³.

In the interior of a thick film, the Fermi level can sit at ε(+/−) if hydrogen dominates the charge balance. Near an electrode or the semiconductor, the contact can hold it elsewhere. In a gate dielectric only a few nanometres thick this can affect the whole film, and the neutral fraction can then be far below 63 ppm. The estimates below are for the interior of a thick film. With free-electron mass, the conduction band holds only about 10³ electrons per cm³ at this Fermi level, which is negligible beside the ions. Suppose other defects add a fixed positive charge equal to a fraction r of the hydrogen density. Neutrality then requires the H⁻ fraction to exceed the H⁺ fraction by r. As x is small, this difference is nearly tanh(d/kT), so tanh(d/kT) ≈ r. Since 1/cosh = √(1 − tanh²), f₀ is multiplied by about √(1 − r²). For r = 0.10 the Fermi level rises by 5 meV and the factor is 0.995.

A fixed charge closer to the hydrogen density has a larger effect: at r = 0.9 the factor is 0.44.

Other departures from the model matter more than a fixed charge of r = 0.10. Each is taken alone here, with the temperature fixed.

- **The value of U.** Changing it to −0.9 eV multiplies f₀ by 2.6, and changing it to −1.1 eV multiplies it by 0.38.
- **Disorder.** Suppose hydrogen is spread evenly over sites where the energy of H⁰ relative to the ions has a Gaussian spread s = 0.10 eV. Averaging the Boltzmann factor alone would multiply f₀ by exp[s²/2(kT)²] ≈ 6.5. The full average gives 6.4, slightly less because x/(1 + x) is smaller than x. An equal spread of the (+/−) level, with E_F at its mean, gives a factor of 0.52, since most sites are then off their own level. These two factors hold for hydrogen that stays evenly spread. If it moves freely among the sites during the anneal, a spread of the H⁰ energy at fixed ion energies gives 6.5. A spread of the level at fixed H⁰ energy raises each ionic weight by exp[s²/2(kT)²], so the factor falls to 0.15.
- **Vibrations.** If the given U contains static energies alone, vibrational factors must be added. Rough wavenumbers are 3300, 900 and 700 cm⁻¹ for H⁺, three modes at 800 cm⁻¹ for H⁰ and three at 1000 cm⁻¹ for H⁻. With the Fermi level adjusted to keep the ions equally populated, f₀ rises by a factor of 7.6. Most of this comes from the smaller zero-point energy of H⁰. The required Fermi level is 0.058 eV lower than the static ε(+/−).
- **Orientations.** If H⁺ has four equivalent O–H orientations and the other states have one, equal ion populations give each ion the weight √(4 × 1) = 2. The neutral fraction is halved.
- **Attraction between ions.** At the mean hydrogen spacing of 2.15 nm, the Coulomb energy of two opposite charges is 0.033 eV. If each ion is lowered by this amount, f₀ is multiplied by 0.52. This is a rough measure, not a treatment of the correlated ions; the Debye–Hückel limiting law, with a screening length of 0.76 nm, gives 0.40. The Coulomb energy of a pair equals kT at 1.4 nm, not far below the mean spacing, so the dilute assumption is only marginal at this density.

Taken one at a time, these changes put f₀ between about 1 × 10⁻⁵ and 5 × 10⁻⁴. The range is not a bound: the effects can combine, and U may differ from −1 eV by more than 0.1 eV. Vibrations and energy disorder together, for example, would raise f₀ by a factor of more than 40 with the values above. If part of the hydrogen forms H₂, the ratios among isolated charge states stay the same at a fixed Fermi level, but the neutral atoms become a smaller share of all hydrogen. For a real film, even in its thick interior, the model therefore shows that neutral hydrogen is rare when U is near −1 eV, but it does not fix the order of magnitude unless these corrections are known as well. The stated problem has the definite answer of 63 ppm. The computed values are collected in the numerical output below.

Computed values

```
U: -1.0 eV
temperature: 600 K
kT: 0.05170 eV
neutral energy above each ion: 0.50 eV
|U|/(2kT): 9.6704
exp(U/2kT): 6.3123e-05
neutral weight with spin, ion = 1: 1.2625e-04
neutral fraction, formula: 6.3119e-05
neutral fraction, microstate sum: 6.3119e-05
neutral fraction, canonical count: 6.3119e-05
neutral fraction: 63.1 ppm
H+ fraction: 0.499968
H- fraction: 0.499968
mass-action ratio 4exp(U/kT): 1.5938e-08
slope of ln f0 against 1/kT: -0.5000 eV
mistake, spin factor omitted: 3.1560e-05
mistake, full |U| used: 3.9845e-09
equilibrium neutral fraction at 300 K: 3.984e-09
model electronic repulsion: 1.0 eV
model U after relaxation: -1.0 eV
rough gap: 5.8 eV
rough level depth below conduction band: 2.0 eV
rough hydrogen density: 1.0e+20 cm^-3
neutral hydrogen density: 6.31e+15 cm^-3
band electron density at this level: 1.1e+03 cm^-3
net fixed donors / hydrogen: 0.10
Fermi shift from these donors: 5.19 meV
factor on f0 from these donors: 0.9950
factor if U is -0.9 eV: 2.63
factor if U is -1.1 eV: 0.38
site energy spread: 0.10 eV
factor, spread of neutral energy: 6.40
factor, spread of (+/-) level: 0.52
rough H+ wavenumbers: [3300, 900, 700] cm^-1
rough H0 wavenumbers: [800, 800, 800] cm^-1
rough H- wavenumbers: [1000, 1000, 1000] cm^-1
factor from vibrations: 7.59
vibrational shift of balance level: -0.058 eV
O-H orientations assumed: 4
factor from orientations: 0.50
rough relative permittivity: 20
mean hydrogen spacing: 2.15 nm
Coulomb energy at that spacing: 0.033 eV
factor if each ion is lowered by it: 0.52
```
